# Normal modes and gyration radius of the free ring polymer: verification in Python

```python
"""Free ring polymer: normal modes and squared gyration radius.

Result under test, for P beads of mass m on a closed ring with springs
m*omega_P^2, omega_P = P/(beta*hbar), sampled at inverse temperature beta/P:
    omega_k = 2*omega_P*sin(k*pi/P),   k = 0..P-1
    <R^2>   = beta*hbar^2*(1 - 1/P^2)/(12*m)   per dimension
where R^2 is the mean squared distance of the beads from their centroid.
Reduced units have hbar = m = beta = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp


def spring_energy(x):
    """Spring energy in units of m*omega_P^2."""
    return 0.5 * np.sum((np.roll(x, -1) - x) ** 2)


def hessian(P):
    """Second derivatives of the quadratic energy, by exact differences."""
    e = np.eye(P)
    return np.array([[spring_energy(a + b) - spring_energy(a)
                      - spring_energy(b) for b in e] for a in e])


def pinned_covariance(P, beta_sample, omega, mass):
    """Bead covariance with bead 0 held at the origin."""
    cov = np.zeros((P, P))
    stiffness = beta_sample * mass * omega**2 * hessian(P)[1:, 1:]
    cov[1:, 1:] = np.linalg.inv(stiffness)
    return cov


def gyration_from_covariance(cov):
    P = len(cov)
    return np.trace(cov) / P - cov.sum() / P**2


def real_modes(P):
    """Columns are real orthonormal modes k = 0..P-1."""
    j = np.arange(P)
    columns = []
    for k in range(P):
        phase = 2 * np.pi * j * k / P
        v = np.cos(phase) if 2 * k <= P else np.sin(phase)
        norm = 1 / P if k == 0 or 2 * k == P else 2 / P
        columns.append(np.sqrt(norm) * v)
    return np.array(columns).T


def gyration_formula(P, beta, hbar, mass):
    return beta * hbar**2 * (1 - 1 / P**2) / (12 * mass)


# Free-particle density matrix: momentum integral against the Gaussian
for tau in (0.3, 1.1):
    for d in (0.0, 0.4, 1.3):
        integral = quad(lambda p: np.exp(-tau * p**2 / 2) * np.cos(p * d),
                        -40, 40, limit=400, points=[0.0])[0] / (2 * np.pi)
        gaussian = np.sqrt(1 / (2 * np.pi * tau)) * np.exp(-d**2 / (2 * tau))
        assert abs(integral - gaussian) < 1e-8

# Frequencies and real modes against the numerically built Hessian
for P in (2, 3, 4, 5, 8, 13):
    H = hessian(P)
    squared = (2 * np.sin(np.pi * np.arange(P) / P)) ** 2
    assert np.allclose(np.linalg.eigvalsh(H), np.sort(squared), atol=1e-11)
    V = real_modes(P)
    assert np.allclose(V.T @ V, np.eye(P), atol=1e-11)
    assert np.allclose(V.T @ H @ V, np.diag(squared), atol=1e-11)

# Time evolution of a displaced mode: quarter period and full period
P = 8
for k in range(1, P):
    start = real_modes(P)[:, k]
    period = 2 * np.pi / (2 * np.sin(k * np.pi / P))

    def motion(t, y):
        x = y[:P]
        force = np.roll(x, 1) + np.roll(x, -1) - 2 * x
        return np.concatenate([y[P:], force])

    run = solve_ivp(motion, (0, period), np.concatenate([start, 0 * start]),
                    t_eval=[period / 4, period], rtol=1e-9, atol=1e-11)
    assert np.allclose(run.y[:P, 0], 0, atol=1e-6)
    assert np.allclose(run.y[:P, 1], start, atol=1e-6)

# Root sums used to evaluate the sum of inverse squared sines
for P in range(2, 30):
    w = 1 / (1 - np.exp(2j * np.pi * np.arange(1, P) / P))
    pair_sum = sum(w[a] * w[b] for a in range(P - 1) for b in range(a))
    assert abs(w.sum() - (P - 1) / 2) < 1e-9
    assert abs(pair_sum - (P - 1) * (P - 2) / 6) < 1e-8
    assert abs((w**2).sum() - (P - 1) * (5 - P) / 12) < 1e-8
    inverse_sines = np.sum(1 / (4 * np.sin(np.pi * np.arange(1, P) / P) ** 2))
    assert abs(inverse_sines - (P**2 - 1) / 12) < 1e-9

# Gyration radius, pair distances, convention and bead thinning
for P in range(2, 25):
    cov = pinned_covariance(P, 1 / P, P, 1.0)
    assert abs(gyration_from_covariance(cov)
               - gyration_formula(P, 1, 1, 1)) < 1e-10
    other = pinned_covariance(P, 1.0, np.sqrt(P), 1.0)
    assert np.allclose(cov, other, atol=1e-11)
    diag = np.diag(cov)
    distance2 = diag[:, None] + diag[None, :] - 2 * cov
    s = np.abs(np.subtract.outer(np.arange(P), np.arange(P))) / P
    assert np.allclose(distance2, s * (1 - s), atol=1e-10)
    assert abs(distance2.sum() / (2 * P**2)
               - gyration_formula(P, 1, 1, 1)) < 1e-10
    doubled = pinned_covariance(2 * P, 1 / (2 * P), 2 * P, 1.0)
    assert np.allclose(doubled[::2, ::2], cov, atol=1e-10)

# Direct quadrature over the three-bead weight, one bead at the origin
g = np.linspace(-6, 6, 301)
a, b = np.meshgrid(g, g, indexing="ij")
weight = np.exp(-1.5 * (a**2 + (a - b) ** 2 + b**2))
center = (a + b) / 3
r2 = ((a - center) ** 2 + (b - center) ** 2 + center**2) / 3
three_bead = np.sum(weight * r2) / np.sum(weight)
assert abs(three_bead - gyration_formula(3, 1, 1, 1)) < 1e-10

# Worked example: free proton
T, P = 300.0, 8
mass, hbar = const.m_p, const.hbar
beta = 1 / (const.k * T)
omega_P = P / (beta * hbar)
pm2 = 1e24
cov = pinned_covariance(P, beta / P, omega_P, mass)
V = real_modes(P)
omega = 2 * omega_P * np.sin(np.pi * np.arange(P) / P)
contribution = np.array([V[:, k] @ cov @ V[:, k] / P for k in range(1, P)])
equipartition = 1 / (P * (beta / P) * mass * omega[1:] ** 2)
assert np.allclose(contribution / equipartition, 1, rtol=1e-9)
R2 = gyration_from_covariance(cov)
assert abs(contribution.sum() / R2 - 1) < 1e-9
assert abs(R2 / gyration_formula(P, beta, hbar, mass) - 1) < 1e-9
limit = beta * hbar**2 / (12 * mass)

print(f"proton mass = {mass:.6e} kg")
print(f"temperature T = {T:.0f} K, beads P = {P}")
print(f"sampling temperature P*T = {P * T:.0f} K")
print(f"1/(beta hbar) = {1e-12 / (beta * hbar):.3f} rad/ps")
print(f"omega_P = {omega_P * 1e-12:.2f} rad/ps")
print(f"beta hbar^2/m = {beta * hbar**2 / mass * pm2:.2f} pm^2")
print("mode k, sin(k pi/P), omega_k (rad/ps), part of <R^2> (pm^2)")
print(f"  0  {0.0:.5f}  {omega[0] * 1e-12:.2f}  none (centroid)")
for k in range(1, P):
    print(f"  {k}  {np.sin(k * np.pi / P):.5f}  {omega[k] * 1e-12:.2f}"
          f"  {contribution[k - 1] * pm2:.3f}")
share = (contribution[0] + contribution[-1]) / R2
print(f"share of modes 1 and {P - 1} in <R^2> = {100 * share:.2f} %")
print(f"<R^2> per dimension, from covariance = {R2 * pm2:.3f} pm^2")
print("<R^2> per dimension, from formula = "
      f"{gyration_formula(P, beta, hbar, mass) * pm2:.3f} pm^2")
print(f"rms radius, one dimension = {np.sqrt(R2) * 1e12:.3f} pm"
      f" = {np.sqrt(R2) * 1e10:.5f} angstrom")
print(f"rms radius, three dimensions = {np.sqrt(3 * R2) * 1e12:.3f} pm"
      f" = {np.sqrt(3 * R2) * 1e10:.5f} angstrom")
print(f"continuous-path limit of <R^2> = {limit * pm2:.3f} pm^2")
print(f"continuous-path rms radius, 1D = {np.sqrt(limit) * 1e12:.3f} pm")
print("P, <R^2> from covariance (pm^2), deficit from limit (%)")
for n in (2, 4, 8, 16, 32):
    value = gyration_from_covariance(
        pinned_covariance(n, beta / n, n / (beta * hbar), mass))
    print(f"  {n}  {value * pm2:.3f}  {100 * (1 - value / limit):.4f}")
n = 2
while 1 - 12 * gyration_from_covariance(
        pinned_covariance(n, 1 / n, n, 1.0)) >= 0.005:
    n += 1
print(f"smallest P with deficit below 0.5 % = {n}")
print("all assertions hold")
```

Output:

```
proton mass = 1.672622e-27 kg
temperature T = 300 K, beads P = 8
sampling temperature P*T = 2400 K
1/(beta hbar) = 39.276 rad/ps
omega_P = 314.21 rad/ps
beta hbar^2/m = 1605.28 pm^2
mode k, sin(k pi/P), omega_k (rad/ps), part of <R^2> (pm^2)
  0  0.00000  0.00  none (centroid)
  1  0.38268  240.49  42.818
  2  0.70711  444.36  12.541
  3  0.92388  580.58  7.346
  4  1.00000  628.42  6.271
  5  0.92388  580.58  7.346
  6  0.70711  444.36  12.541
  7  0.38268  240.49  42.818
share of modes 1 and 7 in <R^2> = 65.03 %
<R^2> per dimension, from covariance = 131.683 pm^2
<R^2> per dimension, from formula = 131.683 pm^2
rms radius, one dimension = 11.475 pm = 0.11475 angstrom
rms radius, three dimensions = 19.876 pm = 0.19876 angstrom
continuous-path limit of <R^2> = 133.773 pm^2
continuous-path rms radius, 1D = 11.566 pm
P, <R^2> from covariance (pm^2), deficit from limit (%)
  2  100.330  25.0000
  4  125.412  6.2500
  8  131.683  1.5625
  16  133.251  0.3906
  32  133.642  0.0977
smallest P with deficit below 0.5 % = 15
all assertions hold
```
